\section*{Quartic-cost opposite-spin MP2 by density fitting and Laplace quadrature}

\section{Which route to code}

A second-order Møller--Plesset (MP2) program with density-fitted integrals can go two ways. It can assemble all integrals $(ia|jb)$ and divide by orbital-energy denominators, at a cost growing as the fifth power of system size. Or it can avoid these integrals and multiply matrices in the auxiliary space, at quartic cost. The second route yields the opposite-spin energy but not the exchange part of the same-spin energy. The choice therefore depends on whether the model needs exchange and on whether the system is large enough to repay the quadrature.

With $K$ quadrature points, $N_{\rm aux}$ fitting functions, $o$ occupied and $v$ virtual orbitals, the leading multiplication counts derived below are
\begin{equation}
C_{\rm trace}=K N_{\rm aux}^2\,ov,\qquad
C_{\rm explicit}=N_{\rm aux}(ov)^2 .
\label{eq:counts}
\end{equation}
The trace route needs fewer multiplications when $ov>KN_{\rm aux}$. If exchange is needed as well, the explicit integrals give both parts together.

\section{Separating the spins}

The reference is a closed-shell Hartree--Fock determinant with real canonical orbitals. Indices $i,j$ denote occupied and $a,b$ virtual spatial orbitals, and $\varepsilon$ denotes orbital energies. Hartree atomic units are used. Define
\begin{equation}
\Delta_{ia}=\varepsilon_a-\varepsilon_i>0,\qquad
(ia|jb)=\iint\frac{\phi_i(1)\phi_a(1)\,\phi_j(2)\phi_b(2)}{r_{12}}\,d1\,d2 .
\end{equation}
For spin orbitals $I,J,A,B$ the MP2 correlation energy is
\begin{equation}
E=-\frac14\sum_{IJAB}\frac{[(IA|JB)-(IB|JA)]^2}{\Delta_{IA}+\Delta_{JB}} .
\label{eq:spinorb}
\end{equation}
Integration over spin makes $(IA|JB)$ vanish unless $I,A$ have equal spin and $J,B$ have equal spin.

Let $I$ and $J$ have opposite spins. The virtual pair must then also contain one spin of each kind. If $A$ has the spin of $I$, only the first integral in \eqref{eq:spinorb} survives; if $A$ has the spin of $J$, only the second does. The cross term is zero in both cases. There are two spin assignments for $IJ$ and two for $AB$. All four give the same sum, because exchanging the names $a$ and $b$ turns $(ib|ja)^2$ into $(ia|jb)^2$ and leaves the denominator unchanged. The factor $4\times\frac14$ gives
\begin{equation}
E_{\rm OS}=-\sum_{iajb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
\label{eq:os}
\end{equation}

If all four spins are equal, both integrals survive. There are two such assignments, so
\begin{align}
E_{\rm SS}&=-\frac12\sum_{iajb}
\frac{(ia|jb)^2+(ib|ja)^2-2(ia|jb)(ib|ja)}{\Delta_{ia}+\Delta_{jb}}\nonumber\\
&=E_{\rm OS}+E_X,\qquad
E_X=\sum_{iajb}\frac{(ia|jb)(ib|ja)}{\Delta_{ia}+\Delta_{jb}} .
\label{eq:ss}
\end{align}
The two squares contribute equally by the same renaming. The total is $E=2E_{\rm OS}+E_X$. Scaled opposite-spin MP2 (SOS-MP2) replaces it by $1.3\,E_{\rm OS}$. This is a different model with an empirical factor, not a numerical approximation to $E$ that can be converged.

\section{Density fitting}

Approximate the pair density $\rho_{ia}=\phi_i\phi_a$ by $\tilde\rho_{ia}=\sum_P d_P\chi_P$, with auxiliary functions $\chi_P$. Let $g^P_{ia}=(P|ia)$ and $J_{PQ}=(P|Q)$ be the Coulomb integrals over auxiliary functions. The self-repulsion of the residual $r_{ia}=\rho_{ia}-\tilde\rho_{ia}$ is
\begin{equation}
(r_{ia}|r_{ia})=(ia|ia)-2\sum_P d_Pg^P_{ia}+\sum_{PQ}d_PJ_{PQ}d_Q .
\end{equation}
Setting its derivative with respect to $d_P$ to zero gives $\sum_QJ_{PQ}d_Q=g^P_{ia}$. This is a minimum because $J$ is positive definite for linearly independent $\chi_P$. The repulsion between two fitted densities is then
\begin{equation}
(\tilde\rho_{ia}|\tilde\rho_{jb})
=\sum_{PQ}g^P_{ia}[J^{-1}]_{PQ}\,g^Q_{jb} .
\end{equation}
Factorize $J=LL^T$ with $L$ lower triangular. Since $J^{-1}=L^{-T}L^{-1}$,
\begin{equation}
(ia|jb)\approx\sum_PB^P_{ia}B^P_{jb},\qquad
B^P_{ia}=\sum_Q[L^{-1}]_{PQ}\,g^Q_{ia} .
\label{eq:df}
\end{equation}
In code, $B$ comes from a triangular solve; no inverse is formed.

The sign of the fitting error can be established. The stationarity condition says $(P|r_{ia})=0$ for every $P$, so the mixed terms in $(\tilde\rho_{ia}+r_{ia}|\tilde\rho_{jb}+r_{jb})$ vanish and
\begin{equation}
(ia|jb)-(\tilde\rho_{ia}|\tilde\rho_{jb})=(r_{ia}|r_{jb}) .
\end{equation}
As a matrix with row $ia$ and column $jb$, the right side is positive semidefinite: its quadratic form with coefficients $u_{ia}$ is the self-repulsion of $\sum_{ia}u_{ia}r_{ia}$. The consequence for the energy follows after the Laplace transform.

\section{Removing the denominator}

Inserting \eqref{eq:df} into \eqref{eq:os} is not enough. The factor $1/(\Delta_{ia}+\Delta_{jb})$ ties $ia$ to $jb$, so the two pair sums cannot be done separately. For $x>0$, however,
\begin{equation}
\frac1x=\int_0^\infty e^{-xt}\,dt,\qquad
e^{-(\Delta_{ia}+\Delta_{jb})t}=e^{-\Delta_{ia}t}\,e^{-\Delta_{jb}t} .
\label{eq:laplace}
\end{equation}
The orbital sums are finite, so they may be interchanged with the integral. Writing the squared integral with two auxiliary indices gives
\begin{align}
E_{\rm OS}&=-\int_0^\infty\!dt\sum_{iajb}\sum_{PQ}
B^P_{ia}B^P_{jb}\,B^Q_{ia}B^Q_{jb}\,
e^{-\Delta_{ia}t}e^{-\Delta_{jb}t}\nonumber\\
&=-\int_0^\infty\!dt\sum_{PQ}
\Big[\sum_{ia}B^P_{ia}B^Q_{ia}e^{-\Delta_{ia}t}\Big]
\Big[\sum_{jb}B^P_{jb}B^Q_{jb}e^{-\Delta_{jb}t}\Big].
\end{align}
From here on $E_{\rm OS}$ is understood with fitted integrals unless stated otherwise. The brackets are the same matrix element,
\begin{equation}
X_{PQ}(t)=\sum_{ia}B^P_{ia}B^Q_{ia}\,e^{-\Delta_{ia}t} .
\label{eq:x}
\end{equation}
Because $X$ is symmetric, $\sum_{PQ}X_{PQ}X_{PQ}=\sum_{PQ}X_{PQ}X_{QP}$, and
\begin{equation}
E_{\rm OS}=-\int_0^\infty{\rm Tr}[X(t)X(t)]\,dt
\approx-\sum_{q=1}^K w_q\,{\rm Tr}[X(t_q)X(t_q)] .
\label{eq:trace}
\end{equation}

Apart from sign and constant factors, $X(t)$ is the noninteracting particle--hole response in imaginary time, expressed in the fitting space. The trace describes two particle--hole pairs, each of which recombines with itself, coupled by the Coulomb interaction at both ends of the time interval. Large $t$ keeps the pairs with small gaps; small $t$ also includes core excitations and high virtual orbitals.

The sign of the fitting error now follows. Let $G$ be the diagonal matrix with elements $e^{-\Delta_{ia}t/2}$, and let $V$ and $\tilde V$ be the exact and fitted integral matrices. Put $C=GVG$ and $A=G\tilde VG$. Then $C-A$ and $C+A$ are positive semidefinite, and
\begin{equation}
{\rm Tr}\,C^2-{\rm Tr}\,A^2={\rm Tr}[(C-A)(C+A)]\ge0 .
\end{equation}
The cross terms cancel under the trace, and the trace of a product of two positive semidefinite matrices is nonnegative. Integration over $t$ shows that, for given orbitals and orbital energies, fitting cannot lower $E_{\rm OS}$.

\section{Choosing the quadrature}

Let $x_{\min}$ and $x_{\max}$ be the smallest and largest values of $\Delta_{ia}+\Delta_{jb}$. The relative error of a rule at $x$ is
\begin{equation}
\eta(x)=x\sum_qw_qe^{-xt_q}-1,\qquad
\delta=\max_{x_{\min}\le x\le x_{\max}}|\eta(x)| .
\end{equation}
The rule replaces $1/x$ by $[1+\eta(x)]/x$. With $x=\Delta_{ia}+\Delta_{jb}$, the energy error is
\begin{equation}
\delta E_{\rm OS}=-\sum_{iajb}\frac{(ia|jb)^2}{x}\,\eta(x),
\qquad |\delta E_{\rm OS}|\le\delta\,|E_{\rm OS}| .
\label{eq:bound}
\end{equation}
The bound takes this simple form because all terms of $E_{\rm OS}$ have one sign. The terms of $E_X$ can have either sign, so the analogous bound $\delta\,|E_X|$ does not follow. The same argument bounds the exchange error by $\delta$ times the sum of the absolute values of the exchange terms. By the Cauchy--Schwarz inequality that sum is at most $|E_{\rm OS}|$, since exchanging $a$ and $b$ leaves the denominator unchanged.

Setting $t_q=\tau_q/x_{\min}$ and $w_q=\omega_q/x_{\min}$ maps the interval to $[1,R]$, where $R=x_{\max}/x_{\min}$. For given $K$, the attainable $\delta$ thus depends on $R$ alone. A rule made for one interval has the same $\delta$, and hence the same bound on $|\delta E_{\rm OS}|/|E_{\rm OS}|$, for every system whose denominators lie inside it, whatever its size; the bound on the absolute error grows with $|E_{\rm OS}|$. At fixed relative accuracy, this is a sufficient condition for $K$ to stay constant and for the total cost to be quartic. A closing gap, deeper core levels or higher virtual levels enlarge $R$ and can require more points. If some $\Delta_{ia}+\Delta_{jb}$ is zero or negative, \eqref{eq:laplace} does not hold and the program should stop. A small positive gap with finite coupling also makes the MP2 energy itself large, which no quadrature can repair.

One workable construction is a least-squares fit. Sample $[1,R]$ at logarithmically spaced points. For trial exponents $\tau_q$, find the weights by linear least squares on $\eta$; then vary $\ln\tau_q$ by nonlinear least squares. Measure $\delta$ afterwards on a denser grid. The nonlinear step depends on the starting exponents and can stall at a much poorer rule, so this measurement is needed and several starts are advisable.

\section{Work and storage}

For each point, scale the three-index array once and form a matrix product:
\begin{equation}
\tilde B^P_{ia}=B^P_{ia}\,e^{-\Delta_{ia}t_q/2},\qquad
X=\tilde B\tilde B^T .
\label{eq:damped}
\end{equation}
The half exponent is needed because $X$ contains two factors of $\tilde B$. The product runs over $P,Q,i,a$, which gives $C_{\rm trace}$ in \eqref{eq:counts}. The trace is the sum of squared elements of $X$ and costs $N_{\rm aux}^2$ per point; no second matrix product is required.

The preparation is no steeper. With $n$ atomic-orbital functions, transforming one index of the three-center integrals to occupied orbitals costs $N_{\rm aux}n^2o$, and the other to virtual orbitals costs $N_{\rm aux}nov$. The triangular solve costs of order $N_{\rm aux}^2ov$, and factorizing $J$ is cubic. Storing $B$ takes $N_{\rm aux}ov$ numbers. Since $X$ is a sum over $i$, it can be accumulated from one slice $B_i$ at a time.

These counts assume dense arrays and conventional matrix multiplication. The order of operations matters: forming $\sum_PB^P_{ia}B^P_{jb}$ first involves five indices and loses the advantage, with or without the Laplace transform.

\section{Why exchange keeps the fifth power}

With the damped factors of \eqref{eq:damped}, the exchange integrand is
\begin{equation}
\sum_{PQ}\sum_{iajb}
\tilde B^P_{ia}\,\tilde B^P_{jb}\,\tilde B^Q_{ib}\,\tilde B^Q_{ja} .
\label{eq:xnet}
\end{equation}
Each orbital index occurs in two factors, so the half exponents combine to $e^{-(\Delta_{ia}+\Delta_{jb})t}$. The Laplace transform has removed the denominator here too. What differs is the pattern of shared indices.

In the opposite-spin sum, $B^P_{ia}$ and $B^Q_{ia}$ share $i$ and $a$. Multiplying them runs over $3+3-2=4$ indices and leaves only $PQ$. In \eqref{eq:xnet} the six pairs of factors share one index each: $P$, $Q$, $i$, $a$, $b$ or $j$. Whichever pair is multiplied first, the loop runs over
\begin{equation}
3+3-1=5
\end{equation}
indices. No index can be summed beforehand inside a single factor, because each occurs in two. Hence every sequence of pairwise multiplications of these dense factors costs at least fifth order.

Fifth order is also sufficient. Define
\begin{equation}
M^{PQ}_{ij}=\sum_a\tilde B^P_{ia}\tilde B^Q_{ja} .
\end{equation}
The remaining two factors give $\sum_b\tilde B^P_{jb}\tilde B^Q_{ib}=M^{PQ}_{ji}$, so
\begin{equation}
E_X\approx\sum_qw_q\sum_{PQ}\sum_{ij}M^{PQ}_{ij}(t_q)\,M^{PQ}_{ji}(t_q) .
\label{eq:ring}
\end{equation}
The work is $KN_{\rm aux}^2o^2v$. Its ratio to $C_{\rm explicit}$ is $KN_{\rm aux}/v$, which does not fall as the system grows in a fixed type of basis. When this ratio exceeds one, the explicit integrals are the cheaper way to exchange.

Matrix rank shows the same obstruction. For one value of $P$, the contribution $B^P_{ia}B^P_{jb}$, with row $ia$ and column $jb$, is an outer product of rank one. The exchanged contribution is $B^P_{ib}B^P_{ja}$. If its columns are ordered as $bj$, it is the Kronecker product $B^P\otimes(B^P)^T$, where $B^P$ now means the $o\times v$ matrix. If $B^P$ has singular values $\sigma_m$, this product has singular values $\sigma_m\sigma_n$, so
\begin{equation}
{\rm rank}\big[B^P\otimes(B^P)^T\big]=\big({\rm rank}\,B^P\big)^2 .
\end{equation}
Reordering columns does not change the rank. The fit compresses the coupling between the pairs $ia$ and $jb$; it does not compress the coupling seen after the particles have been exchanged between the pairs.

This is a limit on one factorization, not a proof that exchange must cost fifth order. Suppose a tensor hypercontraction
\begin{equation}
(ia|jb)\approx\sum_{KL}x_{iK}\,y_{aK}\,Z_{KL}\,x_{jL}\,y_{bL}
\end{equation}
is available, where $K,L,M,N$ in this paragraph label grid points whose number grows linearly with system size. Absorb the half exponents into $x$ and $y$, and write $(ib|ja)$ with grid indices $M,N$. Summing over $i,a,j,b$ in turn gives, with $O=x^Tx$ and $W=y^Ty$,
\begin{equation}
\sum_{KLMN}Z_{KL}\,Z_{MN}\,O_{KM}\,W_{KN}\,O_{LN}\,W_{LM} .
\end{equation}
This is a quartic sum for each quadrature point. The orbital indices could be summed separately because no factor now carries more than one of them.

\section{Worked example: one water molecule}

Take O--H distances of 0.96~\AA{} and an angle of $104.5^\circ$, the cc-pVDZ basis with its cc-pVDZ-RI fitting set, and correlate all electrons. Hartree--Fock uses unfitted integrals. There are $o=5$ occupied and $v=19$ virtual orbitals, hence $ov=95$ pairs, and $N_{\rm aux}=84$. The denominators run from 1.3561 to 49.3907 hartree, so $R=36.42$.

The least-squares construction used 300 sample points, and $\delta$ was taken from 5000. Evaluating \eqref{eq:os} directly with fitted integrals gives $E_{\rm OS}=-0.152535$ hartree. Relative to that sum, the trace formula has these errors:
\begin{center}
\begin{tabular}{ccc}
$K$ & $\delta$ & error of $E_{\rm OS}$ (hartree)\\
2 & $1.7\times10^{-1}$ & $-4.5\times10^{-3}$\\
4 & $5.9\times10^{-3}$ & $4.1\times10^{-5}$\\
6 & $1.5\times10^{-4}$ & $-2.1\times10^{-7}$\\
8 & $3.4\times10^{-6}$ & $-9.2\times10^{-9}$
\end{tabular}
\end{center}
For $K=6$ the bound \eqref{eq:bound} is $1.52\times10^{-4}\times0.1525=2.3\times10^{-5}$ hartree, well above the actual error. By \eqref{eq:bound} the ratio $\delta E_{\rm OS}/E_{\rm OS}$ is an average of $\eta$ with positive weights proportional to $(ia|jb)^2/x$, and two effects reduce it below $\delta$. For $K=6$ the weighted average of $|\eta|$ is only about a fifth of its maximum $\delta$, and cancellation between positive and negative parts of $\eta$ lowers the result by a further factor of about twenty.

The eight-point rule gives the following contributions:
\begin{center}
\begin{tabular}{cccc}
$t_q$ & $w_q$ & ${\rm Tr}\,X^2$ & $-w_q{\rm Tr}\,X^2$\\
(1/hartree) & (1/hartree) & (hartree$^2$) & (hartree)\\
0.010768 & 0.027885 & 0.692381 & $-0.019307$\\
0.059057 & 0.070379 & 0.520838 & $-0.036656$\\
0.156979 & 0.129571 & 0.317156 & $-0.041094$\\
0.330567 & 0.226465 & 0.144599 & $-0.032747$\\
0.635301 & 0.400548 & 0.043157 & $-0.017287$\\
1.180888 & 0.724593 & 0.006769 & $-0.004905$\\
2.183565 & 1.353836 & 0.000388 & $-0.000525$\\
4.145577 & 2.815785 & 0.000005 & $-0.000014$
\end{tabular}
\end{center}
The last column sums to $-0.152535$ hartree. The SOS-MP2 correlation energy is $1.3\times(-0.152535)=-0.1983$ hartree, or $-520.6$ kJ/mol. These digits describe the numerical method in this basis, not the converged correlation energy of water. With unfitted integrals, cc-pVTZ gives $E_{\rm OS}=-0.2087$ hartree and an SOS-MP2 energy of $-0.2713$ hartree ($-712$ kJ/mol), and cc-pCVDZ on oxygen gives $E_{\rm OS}=-0.1867$ hartree while raising $R$ to 89.

With unfitted integrals $E_{\rm OS}=-0.152604$ hartree. Fitting raises it by $6.9\times10^{-5}$ hartree, or 0.045\% of its magnitude, in the direction derived above. With six quadrature points the bound on the quadrature error is about a third of this, and the actual error for this molecule, $2.1\times10^{-7}$ hartree in magnitude, is much smaller still. The unfitted exchange energy is $E_X=0.101053$ hartree, so full MP2 gives $2(-0.152604)+0.101053=-0.204155$ hartree. The difference from the SOS-MP2 value, about 0.006 hartree, is mainly a difference between models, far larger than the fitting and quadrature errors. Its size depends on the orbital basis: it is 0.004 hartree in cc-pVTZ, and 0.001 hartree with the opposite sign when oxygen carries cc-pCVDZ.

For the row of $B$ with the largest norm, the direct contribution has rank 1 and the exchanged one has rank 25, counting singular values above $10^{-8}$ of the largest. This is $5^2$, the largest value possible with five occupied orbitals.

The multiplication counts for $K=8$, without use of symmetry, are
\begin{align}
C_{\rm trace}&=8\times84^2\times95=5.36\times10^6,\nonumber\\
C_{\rm explicit}&=84\times95^2=7.58\times10^5,\\
C_{\rm ring}&=8\times84^2\times5^2\times19=2.68\times10^7.\nonumber
\end{align}
Here $C_{\rm ring}$ refers to \eqref{eq:ring}. For one molecule the explicit route is cheaper by a factor of 7.07. For $m$ such molecules treated together with dense arrays and the same $K$, the trace count grows as $m^4$ and the explicit count as $m^5$. They cross at $m=7.07$, so by this count and with $K=8$ the trace route is ahead from eight molecules on. The crossing is proportional to $K$: it lies at 5.3 for $K=6$ and at 3.5 for $K=4$. Interacting molecules widen the interval, so the rule must be refitted. For a hydrogen-bonded dimer the denominators run from 1.25 to 49.55 hartree ($R=39.6$); the monomer's eight-point rule then has $\delta=4\times10^{-5}$, and a refitted one $4.4\times10^{-6}$. Actual timings also depend on memory traffic and on the efficiency of the matrix products. The ring formula remains about 35 times more expensive than the explicit integrals at every $m$, so it is no substitute for them when exchange is wanted in this basis.

Numbers in the example were calculated in double precision.
